# Why a character table does not fix the group: D4 and Q8: a program that tests the result

```python
# Result under test: D4 and the quaternion group Q8 have one character table,
# but the Frobenius-Schur indicator nu = mean of chi(g^2) of their doublet is
# +1 for D4 and -1 for Q8. With time reversal T this decides which operators
# can split the doublet. Two groups of order 27 show that nu is not always enough.
# Symbols: a, b generators; J angular momentum in units of hbar;
# D, E crystal-field parameters, S time-even perturbation, field = magnetic
# energy parameter, all in meV.
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(7)


def angular_momentum(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m).astype(complex))


def matrix_key(matrix):
    parts = np.array([np.real(matrix), np.imag(matrix)])
    return tuple(np.rint(1000 * parts).astype(int).ravel())


class FiniteGroup:
    """Classes and characters from the multiplication of given matrices."""

    def __init__(self, elements):
        self.elements = elements
        n = len(elements)
        index = {matrix_key(g): k for k, g in enumerate(elements)}
        assert len(index) == n
        # A missing key here would mean that the set is not closed.
        self.mul = np.array([[index[matrix_key(g @ h)] for h in elements]
                             for g in elements])
        inverse = np.argmin(self.mul, axis=1)  # element 0 is the identity
        self.cls = -np.ones(n, dtype=int)
        count = 0
        for g in range(n):
            if self.cls[g] < 0:
                for h in range(n):
                    self.cls[self.mul[self.mul[h, g], inverse[h]]] = count
                count += 1
        self.sizes = np.bincount(self.cls)
        # Counted products of classes, per element of the target class.
        self.constants = np.zeros((count, count, count))
        for g in range(n):
            for h in range(n):
                self.constants[self.cls[g], self.cls[h],
                               self.cls[self.mul[g, h]]] += 1
        self.constants /= self.sizes[None, None, :]
        # Common eigenvectors of the class-product matrices give characters.
        mixed = np.einsum('i,ijk->jk', rng.normal(size=count), self.constants)
        vectors = np.linalg.eig(mixed)[1]
        rows = []
        for w in vectors.T:
            w = w / w[0]
            degree = np.sqrt(n / np.sum(abs(w) ** 2 / self.sizes))
            rows.append(degree * w / self.sizes)
        rows.sort(key=lambda r: (int(np.rint(r[0].real)),
                                 tuple(-np.rint(1000 * r.real).astype(int)),
                                 tuple(-np.rint(1000 * r.imag).astype(int))))
        self.table = np.array(rows)
        gram = (self.table * self.sizes) @ self.table.conj().T / n
        assert np.allclose(gram, np.eye(count), atol=1e-8)
        self.squares = np.diag(self.mul)
        self.chi = self.table[:, self.cls]
        self.chi_square = self.table[:, self.cls[self.squares]]
        self.nu = self.chi_square.mean(axis=1).real

    def orders(self):
        result = []
        for g in range(len(self.elements)):
            power, order = g, 1
            while power != 0:
                power, order = self.mul[power, g], order + 1
            result.append(order)
        return np.array(result)


def integers(values):
    rounded = np.rint(np.real(values)).astype(int)
    assert np.allclose(values, rounded, atol=1e-8)
    return rounded.tolist()


def power(matrix, k):
    return np.linalg.matrix_power(matrix, k)


# Both groups of order 8, built from rotations of angular momenta.
L = angular_momentum(1)
J = angular_momentum(1.5)
generators = {'D4': (expm(-0.5j * np.pi * L[2]), expm(-1j * np.pi * L[0])),
              'Q8': (expm(-1j * np.pi * J[0]), expm(-1j * np.pi * J[1]))}
groups = {name: FiniteGroup([power(a, i) @ power(b, k)
                             for i in range(4) for k in range(2)])
          for name, (a, b) in generators.items()}
d4, q8 = groups['D4'], groups['Q8']
assert np.array_equal(d4.cls, q8.cls)
assert np.array_equal(d4.constants, q8.constants)
assert np.allclose(d4.table, q8.table, atol=1e-8)
assert not np.array_equal(np.sort(d4.orders()), np.sort(q8.orders()))

print('Common table, classes of: 1, b, a, ab, a^2')
print('class sizes:', d4.sizes.tolist())
for k, row in enumerate(d4.table):
    print(f'Gamma{k + 1}:', integers(row))
print('Gamma5 x Gamma5, multiplicities of Gamma1..5:',
      integers(d4.chi.conj() @ d4.chi[4] ** 2 / 8))
for name, group in groups.items():
    roots = int(np.sum(group.squares == 0))
    assert np.isclose(np.sum(group.nu * group.table[:, 0].real), roots)
    orders = group.orders()
    print(name, 'number of elements of order 1, 2, 4:',
          [int(np.sum(orders == k)) for k in (1, 2, 4)])
    print(name, 'number of g with g^2 = 1:', roots)
    print(name, 'indicators of Gamma1..5:', integers(group.nu))
assert np.isclose(d4.nu[4], 1) and np.isclose(q8.nu[4], -1)

# Model levels and their response to time-even and time-odd operators.
D, E, S, field = -1.0, 0.2, 0.1, 0.01
print(f'D = {D} meV, E (J=3/2 only) = {E} meV')
print(f'S = {S} meV, magnetic parameter b = {field} meV')
paulis = [np.eye(2), np.array([[0, 1], [1, 0]]),
          np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
hamiltonians, splittings = {}, {}
for name, ops, j, rhombic in (('D4', L, 1.0, 0.0), ('Q8', J, 1.5, E)):
    group = groups[name]
    jx, jy, jz = ops
    dim = len(jz)
    H = (D * (jz @ jz - j * (j + 1) / 3 * np.eye(dim))
         + rhombic * (jx @ jx - jy @ jy))
    hamiltonians[name] = H
    xy = jx @ jy + jy @ jx
    for g in generators[name]:
        assert np.allclose(g @ H @ g.conj().T, H)
        assert np.allclose(g @ xy @ g.conj().T, -xy)
    energies, states = np.linalg.eigh(H)
    assert energies[1] - energies[0] < 1e-10 < energies[2] - energies[1]
    P = states[:, :2]
    doublet = [P.conj().T @ g @ P for g in group.elements]
    assert np.allclose([np.trace(d) for d in doublet], group.chi[4], atol=1e-8)

    # Unitary part U of time reversal inside the doublet.
    reversal = expm(-1j * np.pi * jy)
    U = P.conj().T @ reversal @ P.conj()
    nu = group.nu[4]
    assert np.allclose(U @ U.conj(), nu * np.eye(2))
    assert np.allclose(U.T, nu * U)
    for d in doublet:
        assert np.allclose(d @ U, U @ d.conj())
    # Group averaging finds the intertwiner without using time reversal.
    seed = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    averaged = sum(d @ seed @ d.T for d in doublet) / 8
    ratio = averaged @ U.conj().T
    assert abs(ratio[0, 0]) > 1e-3
    assert np.allclose(ratio, ratio[0, 0] * np.eye(2))
    assert np.allclose(averaged.T, nu * averaged)

    # Action of the group on time-even and time-odd Hermitian operators.
    for sign, label in ((1, 'even'), (-1, 'odd')):
        character = []
        for d in doublet:
            total = 0
            for s in paulis:
                w = d @ s @ d.conj().T
                w = (w + sign * U @ w.conj() @ U.conj().T) / 2
                total += np.trace(s @ w).real / 2
            character.append(total)
        character = np.array(character)
        predicted = (group.chi[4] ** 2 + sign * nu * group.chi_square[4]) / 2
        assert np.allclose(character, predicted, atol=1e-8)
        print(f'{name} time-{label} operators, multiplicities of Gamma1..5:',
              integers(group.chi.conj() @ character / 8))

    # A random time-even operator: scalar only in the Q8 doublet.
    V = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    V = V + V.conj().T
    V = (V + reversal @ V.conj() @ reversal.conj().T) / 2
    random_split = np.ptp(np.linalg.eigvalsh(P.conj().T @ V @ P))
    assert (random_split > 1e-3) if name == 'D4' else (random_split < 1e-10)

    perturbed = np.linalg.eigvalsh(H + S * xy)
    magnetic = []
    for op in ops:
        levels = np.linalg.eigvalsh(H + field * op)
        magnetic.append(levels[1] - levels[0])
    splittings[name] = (perturbed[1] - perturbed[0], magnetic)
    print(f'J={j} levels without perturbation (meV):',
          ' '.join(f'{e:.6f}' for e in energies))
    print(f'J={j} levels with S (meV):',
          ' '.join(f'{e:.6f}' for e in perturbed))
    print(f'J={j} ground doublet splitting by S: {splittings[name][0]:.6f} meV')
    print(f'J={j} splitting by b along x, y, z (meV):',
          ' '.join(f'{x:.7f}' for x in magnetic))

assert np.isclose(splittings['D4'][0], 2 * S)
assert splittings['Q8'][0] < 1e-10
transverse = np.sqrt(D ** 2 / 4 + field ** 2) - abs(D) / 2
assert np.allclose(splittings['D4'][1], [transverse, transverse, 2 * field],
                   rtol=1e-8, atol=1e-12)
lowest = np.linalg.eigvalsh(hamiltonians['Q8'] + S * (J[0] @ J[1] + J[1] @ J[0]))
assert np.isclose(lowest[0], -np.sqrt(D ** 2 + 3 * E ** 2 + 3 * S ** 2))
R = np.sqrt(D ** 2 + 3 * E ** 2)
c, s = D / R, np.sqrt(3) * E / R
slopes = np.abs([1 + c - np.sqrt(3) * s, 1 + c + np.sqrt(3) * s, 1 - 2 * c])
# Second order is time-even and cannot split; the error is of third order.
assert np.allclose(splittings['Q8'][1], field * slopes, rtol=0,
                   atol=10 * field ** 3 / (2 * R) ** 2)
print(f'J=3/2: R = {R:.6f} meV, c = {c:.6f}, s = {s:.6f}')
print('J=3/2 first-order splitting / b along x, y, z:',
      ' '.join(f'{x:.6f}' for x in slopes))
print('J=3/2 first-order splitting along x, y, z (meV):',
      ' '.join(f'{field * x:.7f}' for x in slopes))

# Equal tables and equal indicators, yet different groups of order 27.
root = np.exp(2j * np.pi / 3)
shift = np.roll(np.eye(3), 1, axis=0).astype(complex)
clock = np.diag([1, root, root ** 2])
pair = [FiniteGroup([power(x, i) @ power(clock, k) * root ** m
                     for i in range(3) for k in range(3) for m in range(3)])
        for x in (shift, shift @ np.diag([1, 1, root]))]
assert np.array_equal(pair[0].cls, pair[1].cls)
assert np.allclose(pair[0].table, pair[1].table, atol=1e-8)
assert np.allclose(pair[0].nu, pair[1].nu, atol=1e-8)
cube_roots = []
for group in pair:
    orders = group.orders()
    cube_roots.append(int(np.sum(3 % orders == 0)))
    print(f'Order 27, exponent {max(orders)}: classes {len(group.sizes)},',
          f'g^3 = 1 has {cube_roots[-1]} solutions')
    print('  indicators:', integers(group.nu))
assert cube_roots[0] != cube_roots[1]
print('tests ok')
```

It prints:

```
Common table, classes of: 1, b, a, ab, a^2
class sizes: [1, 2, 2, 2, 1]
Gamma1: [1, 1, 1, 1, 1]
Gamma2: [1, 1, -1, -1, 1]
Gamma3: [1, -1, 1, -1, 1]
Gamma4: [1, -1, -1, 1, 1]
Gamma5: [2, 0, 0, 0, -2]
Gamma5 x Gamma5, multiplicities of Gamma1..5: [1, 1, 1, 1, 0]
D4 number of elements of order 1, 2, 4: [1, 5, 2]
D4 number of g with g^2 = 1: 6
D4 indicators of Gamma1..5: [1, 1, 1, 1, 1]
Q8 number of elements of order 1, 2, 4: [1, 1, 6]
Q8 number of g with g^2 = 1: 2
Q8 indicators of Gamma1..5: [1, 1, 1, 1, -1]
D = -1.0 meV, E (J=3/2 only) = 0.2 meV
S = 0.1 meV, magnetic parameter b = 0.01 meV
D4 time-even operators, multiplicities of Gamma1..5: [1, 1, 0, 1, 0]
D4 time-odd operators, multiplicities of Gamma1..5: [0, 0, 1, 0, 0]
J=1.0 levels without perturbation (meV): -0.333333 -0.333333 0.666667
J=1.0 levels with S (meV): -0.433333 -0.233333 0.666667
J=1.0 ground doublet splitting by S: 0.200000 meV
J=1.0 splitting by b along x, y, z (meV): 0.0001000 0.0001000 0.0200000
Q8 time-even operators, multiplicities of Gamma1..5: [1, 0, 0, 0, 0]
Q8 time-odd operators, multiplicities of Gamma1..5: [0, 1, 1, 1, 0]
J=1.5 levels without perturbation (meV): -1.058301 -1.058301 1.058301 1.058301
J=1.5 levels with S (meV): -1.072381 -1.072381 1.072381 1.072381
J=1.5 ground doublet splitting by S: 0.000000 meV
J=1.5 splitting by b along x, y, z (meV): 0.0051183 0.0062205 0.0288981
J=3/2: R = 1.058301 meV, c = -0.944911, s = 0.327327
J=3/2 first-order splitting / b along x, y, z: 0.511858 0.622036 2.889822
J=3/2 first-order splitting along x, y, z (meV): 0.0051186 0.0062204 0.0288982
Order 27, exponent 3: classes 11, g^3 = 1 has 27 solutions
  indicators: [1, 0, 0, 0, 0, 0, 0, 0, 0, 0, 0]
Order 27, exponent 9: classes 11, g^3 = 1 has 9 solutions
  indicators: [1, 0, 0, 0, 0, 0, 0, 0, 0, 0, 0]
tests ok
```
